# Self-Limiting Platinum Deposition Need Not Add One Monolayer per Cycle: test program

```python
# Result under test: a self-limiting deposition cycle can stop far below one
# metal layer. Growth g gives the Pt(111) layer fraction theta = g/d, where
# d = a/sqrt(3) and a is the fcc lattice constant. Bulky ligands that block
# neighbouring sites limit theta; a ring needing squared site distance 7*s^2
# (s = nearest site spacing) allows at most theta = 1/7.
# Lengths are in nm. Ring geometry and contact radii are round model values.
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

a = 0.392
growth = 0.05
temperature = 570.0
pressure_torr = 0.05
pulse_s = 1.0
sticking = 0.01

# ---- Layer spacing and density by enumeration of the fcc lattice
points = np.array([p for p in itertools.product(range(-2, 3), repeat=3)
                   if sum(p) % 2 == 0]) * a / 2
heights = np.unique(np.round(points @ np.ones(3) / math.sqrt(3), 9))
spacing_counted = np.min(np.diff(heights))
in_plane = points[np.abs(points.sum(axis=1)) < 1e-9]
cell_areas = [np.linalg.norm(np.cross(u, v))
              for u, v in itertools.combinations(in_plane, 2)]
site_area_counted = min(x for x in cell_areas if x > 1e-9)
d = a / math.sqrt(3)
site_area = math.sqrt(3) * a**2 / 4
s = a / math.sqrt(2)
assert abs(spacing_counted - d) < 1e-7
assert abs(site_area_counted - site_area) < 1e-10
assert abs(1 / (spacing_counted * site_area_counted) - 4 / a**3) < 1e-4
theta = growth / d
atoms_per_area = 4 * growth / a**3
assert abs(atoms_per_area * site_area_counted - theta) < 1e-10


# ---- Shadow areas of a methylcyclopentadienyl ring
def union_area(centres, radii, step=0.002):
    """Area covered by discs, by midpoint quadrature."""
    axis = np.arange(-0.8, 0.8, step) + step / 2
    x, y = np.meshgrid(axis, axis)
    covered = np.zeros(x.shape, dtype=bool)
    for (cx, cy), r in zip(centres, radii):
        covered |= (x - cx)**2 + (y - cy)**2 < r**2
    return covered.sum() * step**2


r_test, gap = 0.20, 0.15
lens = (2 * r_test**2 * math.acos(gap / (2 * r_test))
        - gap / 2 * math.sqrt(4 * r_test**2 - gap**2))
two_discs = union_area([(0, 0), (gap, 0)], [r_test, r_test])
assert abs(two_discs - (2 * math.pi * r_test**2 - lens)) < 5e-4

cc_bond, ch_bond, methyl_bond = 0.142, 0.108, 0.150
radius_c, radius_h, radius_methyl = 0.17, 0.12, 0.20
ring_radius = cc_bond / (2 * math.sin(math.pi / 5))
ring_atoms, contact = [], []
for n in range(5):
    direction = np.array([math.cos(2 * math.pi * n / 5),
                          math.sin(2 * math.pi * n / 5)])
    ring_atoms.append(ring_radius * direction)
    contact.append(radius_c)
    outer = methyl_bond if n == 0 else ch_bond
    ring_atoms.append((ring_radius + outer) * direction)
    contact.append(radius_methyl if n == 0 else radius_h)
ring_atoms, contact = np.array(ring_atoms), np.array(contact)
area_flat = union_area(ring_atoms, contact)
# On edge with the methyl group pointing up, only the sideways coordinate shows.
edge_centres = np.column_stack([ring_atoms[:, 1], np.zeros(len(contact))])
area_edge = union_area(edge_centres, contact)
area_per_atom = 1 / atoms_per_area
assert area_edge < area_per_atom < area_flat


# ---- Ceiling on the site lattice
def norm(h, k):
    return h * h + h * k + k * k


def sites_per_ring(area):
    """Smallest squared site distance, in s^2, that clears equal-area discs."""
    need = 4 * area / math.pi / s**2
    return min(norm(h, k) for h in range(8) for k in range(8)
               if norm(h, k) >= need)


diameter = 2 * math.sqrt(area_flat / math.pi)
T = sites_per_ring(area_flat)
assert T == 7
offsets = [(h, k) for h in range(-3, 4) for k in range(-3, 4)
           if norm(h, k) < T]
hexagon = [(h, k) for h, k in offsets if norm(h, k) <= 1]
widest = max(norm(p[0] - q[0], p[1] - q[1])
             for p in hexagon for q in hexagon)
assert len(hexagon) == 7 and widest < T


def largest_set(size):
    """Exhaustive largest number of rings on a small periodic lattice."""
    masks = []
    for i in range(size):
        for j in range(size):
            mask = 0
            for h, k in offsets:
                mask |= 1 << (((i + h) % size) * size + (j + k) % size)
            masks.append(mask)

    def search(free):
        if free == 0:
            return 0
        site = (free & -free).bit_length() - 1
        return max(1 + search(free & ~masks[site]),
                   search(free & ~(1 << site)))

    # Translation symmetry lets one ring be put on the first site.
    return 1 + search(((1 << size**2) - 1) & ~masks[0])


max_rings = largest_set(7)
assert max_rings == 7  # 7 rings on 49 sites: coverage 1/7


# ---- Random landing; a ring is lost after landing with probability "loss"
def land(blocking, loss, seed, size=140, tries=40):
    """Landing doses (attempts per site) of all accepted molecules."""
    rng = np.random.default_rng(seed)
    total = size * size
    chosen = rng.integers(0, total, tries * total).tolist()
    ringed = (rng.random(tries * total) >= loss).tolist()
    blocked = bytearray(total)
    doses = []
    for attempt, site in enumerate(chosen):
        if blocked[site]:
            continue
        doses.append(attempt / total)
        blocked[site] = 1
        if ringed[attempt]:
            i, j = divmod(site, size)
            for h, k in blocking:
                blocked[((i + h) % size) * size + (j + k) % size] = 1
    assert all(blocked)
    return np.array(doses), total


row_doses, total = land([(0, 0), (0, 1), (0, -1)], 0.0, 1)
row_jam = len(row_doses) / total
row_exact = (1 - math.exp(-2)) / 2
assert abs(row_jam - row_exact) < 0.006  # finite-sample scatter

doses, total = land(offsets, 0.0, 2)
jam = len(doses) / total
at_dose = {x: np.count_nonzero(doses <= x) / total for x in (1, 10, 20)}
assert at_dose[20] == jam and jam < 1 / T
losses = [0.0, 0.2, 0.4, 0.5, 0.6, 0.8, 1.0]
coverages = []
for n, q in enumerate(losses):
    landed, total = land(offsets, q, 10 + n)
    coverages.append(len(landed) / total)
assert np.all(np.diff(coverages) > 0)
assert coverages[-1] == 1.0  # no rings: the same landing rule fills the layer
assert coverages[0] < theta < coverages[-2]
loss_match = float(np.interp(theta, coverages, losses))
check_doses, total = land(offsets, loss_match, 30)
coverage_match = len(check_doses) / total
assert abs(coverage_match - theta) < 0.01  # interpolation and scatter

# ---- Supply of precursor from the gas
molar_mass = 9 * 12 + 16 * 1 + 195  # C9H16Pt, rounded atomic masses, g/mol
mass = molar_mass * 1e-3 / const.N_A
kT = const.k * temperature
pressure = pressure_torr * const.torr
flux = pressure / math.sqrt(2 * math.pi * mass * kT)
mean_positive = quad(lambda x: x * math.exp(-x*x/2) / math.sqrt(2*math.pi),
                     0, np.inf)[0]
flux_integral = pressure / kT * math.sqrt(kT / mass) * mean_positive
assert abs(flux_integral / flux - 1) < 1e-8
arrivals = flux * 1e-18 * site_area * pulse_s
effective_tries = sticking * arrivals
dose_fraction = np.count_nonzero(doses <= effective_tries) / len(doses)
assert dose_fraction > 0.99

# ---- Size of neglected effects
area_small = union_area(ring_atoms, 0.9 * contact)
area_large = union_area(ring_atoms, 1.1 * contact)
expansion = 9e-6 * (temperature - 293)
roughness, density_ratio = 1.2, 0.95


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Lattice constant (rough)", a, "nm")
show("Growth per cycle (rough)", growth, "nm")
show("Pt(111) layer spacing", d, "nm")
show("Nearest site spacing", s, "nm")
show("Area per Pt(111) site", site_area, "nm^2")
show("Pt(111) layer density", 1 / site_area, "atoms/nm^2")
show("Fraction of a Pt(111) layer per cycle", theta)
show("Cycles per layer-equivalent", 1 / theta)
show("Pt atoms added per cycle", atoms_per_area, "atoms/nm^2")
show("Same, converted", atoms_per_area * 1e14, "atoms/cm^2")
show("Area per added Pt atom", area_per_atom, "nm^2")
print(f"Bonds C-C, C-H, C-CH3: {cc_bond}, {ch_bond}, {methyl_bond} nm")
print(f"Contact radii C, H, CH3: {radius_c}, {radius_h}, {radius_methyl} nm")
show("Flat ring shadow", area_flat, "nm^2", 3)
show("Edge-on ring shadow", area_edge, "nm^2", 3)
show("Flat ring tiling ceiling, layer fraction", site_area / area_flat, "", 3)
show("Edge-on tiling ceiling, layer fraction", site_area / area_edge, "", 3)
show("Equal-area disc diameter", diameter, "nm", 3)
show("Disc diameter squared / site spacing squared", (diameter/s)**2, "", 3)
print(f"Sites per ring in densest site array: {T}")
print(f"Sites blocked by one ring, own site included: {len(offsets)}")
print(f"Exhaustive search, most rings on 49 sites: {max_rings}")
show("Ordered ceiling, layer fraction", 1 / T)
show("Ordered ceiling, growth per cycle", d / T, "nm", 3)
print(f"1D jamming, simulated and exact: {row_jam:.4f}, {row_exact:.4f}")
for x, value in at_dose.items():
    show(f"Random coverage after {x} attempts per site", value, "", 3)
show("Random jammed coverage, layer fraction", jam, "", 3)
show("Random jammed growth per cycle", jam * d, "nm", 3)
for q, value in zip(losses, coverages):
    print(f"Ring loss {q:.1f}: layer fraction {value:.3f}, "
          f"growth {value * d:.4f} nm")
show("Ring-loss probability matching the growth", loss_match, "", 2)
show("Layer fraction simulated at that loss", coverage_match, "", 3)
print(f"Precursor: {pressure_torr} Torr, {temperature:.0f} K, "
      f"{pulse_s:.0f} s, {molar_mass} g/mol")
show("Arrivals per site in the pulse", arrivals, "", 3)
show("Assumed sticking probability on an open site", sticking)
show("Effective attempts per site", effective_tries, "", 3)
show("Fraction of jammed coverage reached", dose_fraction, "", 4)
for name, area in (("-10%", area_small), ("+10%", area_large)):
    print(f"Contact radii {name}: flat shadow {area:.3f} nm^2, tiling ceiling "
          f"{site_area / area:.3f}, sites per ring {sites_per_ring(area)}")
show("Thermal expansion of layer spacing (rough)", 100*expansion, "%", 2)
show("Layer fraction if film density is 5% low", theta*density_ratio, "", 3)
show("Layer fraction per true area, roughness 1.2", theta/roughness, "", 3)
show("Fraction of a Pt(100) layer instead", growth / (a / 2), "", 3)
print("success")
```

Printed output:

```
Lattice constant (rough): 0.392 nm
Growth per cycle (rough): 0.05 nm
Pt(111) layer spacing: 0.2263 nm
Nearest site spacing: 0.2772 nm
Area per Pt(111) site: 0.06654 nm^2
Pt(111) layer density: 15.03 atoms/nm^2
Fraction of a Pt(111) layer per cycle: 0.2209
Cycles per layer-equivalent: 4.526
Pt atoms added per cycle: 3.32 atoms/nm^2
Same, converted: 3.32e+14 atoms/cm^2
Area per added Pt atom: 0.3012 nm^2
Bonds C-C, C-H, C-CH3: 0.142, 0.108, 0.15 nm
Contact radii C, H, CH3: 0.17, 0.12, 0.2 nm
Flat ring shadow: 0.359 nm^2
Edge-on ring shadow: 0.198 nm^2
Flat ring tiling ceiling, layer fraction: 0.185
Edge-on tiling ceiling, layer fraction: 0.336
Equal-area disc diameter: 0.676 nm
Disc diameter squared / site spacing squared: 5.96
Sites per ring in densest site array: 7
Sites blocked by one ring, own site included: 19
Exhaustive search, most rings on 49 sites: 7
Ordered ceiling, layer fraction: 0.1429
Ordered ceiling, growth per cycle: 0.0323 nm
1D jamming, simulated and exact: 0.4334, 0.4323
Random coverage after 1 attempts per site: 0.0906
Random coverage after 10 attempts per site: 0.0962
Random coverage after 20 attempts per site: 0.0962
Random jammed coverage, layer fraction: 0.0962
Random jammed growth per cycle: 0.0218 nm
Ring loss 0.0: layer fraction 0.096, growth 0.0218 nm
Ring loss 0.2: layer fraction 0.113, growth 0.0257 nm
Ring loss 0.4: layer fraction 0.147, growth 0.0334 nm
Ring loss 0.5: layer fraction 0.180, growth 0.0406 nm
Ring loss 0.6: layer fraction 0.210, growth 0.0475 nm
Ring loss 0.8: layer fraction 0.344, growth 0.0780 nm
Ring loss 1.0: layer fraction 1.000, growth 0.2263 nm
Ring-loss probability matching the growth: 0.62
Layer fraction simulated at that loss: 0.216
Precursor: 0.05 Torr, 570 K, 1 s, 319 g/mol
Arrivals per site in the pulse: 2.74e+03
Assumed sticking probability on an open site: 0.01
Effective attempts per site: 27.4
Fraction of jammed coverage reached: 1
Contact radii -10%: flat shadow 0.322 nm^2, tiling ceiling 0.207, sites per ring 7
Contact radii +10%: flat shadow 0.398 nm^2, tiling ceiling 0.167, sites per ring 7
Thermal expansion of layer spacing (rough): 0.25 %
Layer fraction if film density is 5% low: 0.21
Layer fraction per true area, roughness 1.2: 0.184
Fraction of a Pt(100) layer instead: 0.255
success
```
